# Choosing the Scharfetter–Gummel Flux for Ionic Drift and Diffusion

## What goes wrong with the usual difference formula

Take a 20 nm oxide film at 600 K with 0.5 V across it, closed at both faces and containing mobile ions of charge $+2e$. At equilibrium the ions crowd against the low-potential face. Divide the film into five equal intervals and discretize drift and diffusion by central differences. The zero-flux solution then alternates in sign: three of its six nodal concentrations are negative. The fault lies in the formula for the flux between two nodes.

When electronic-structure results, such as migration barriers, are passed to an ionic-transport solver, the setting that governs this behaviour is the flux discretization. The Scharfetter–Gummel choice keeps the correct equilibrium ratios between nodes however large the potential drop across a mesh interval. It does not remove every mesh error, so the analysis also shows when to refine.

## The flux between two nodes

Let $c(x)$ be the number of ions per volume, $ze$ their charge, $D$ their diffusivity and $\phi$ the electric potential, with field $E=-d\phi/dx$. The ions are dilute and ideal, the potential is prescribed, and the mobility obeys the Einstein relation, so the drift velocity is $v=DzeE/kT$. With $\psi=ze\phi/kT$, the flux towards increasing $x$ is

$$J=-D\frac{dc}{dx}+vc=-D\left(\frac{dc}{dx}+c\frac{d\psi}{dx}\right).$$

Consider the interval from $x_i$ to $x_{i+1}=x_i+h$. Assume that $D$ and $J$ are constant in it and that $\psi$ is linear. Define the cell drop

$$u=\psi_i-\psi_{i+1}=\frac{zeEh}{kT}.$$

Positive $u$ means drift to the right. Since $(ce^\psi)'=e^\psi(c'+c\psi')$, multiplying the flux law by $e^\psi$ gives

$$Je^\psi=-D\frac{d}{dx}\left(ce^\psi\right).$$

Integration over the interval yields

$$J\int_{x_i}^{x_{i+1}}e^\psi dx=D\left(c_ie^{\psi_i}-c_{i+1}e^{\psi_{i+1}}\right).$$

With $\psi=\psi_i-u(x-x_i)/h$, the integral is $he^{\psi_i}(1-e^{-u})/u$. Dividing by it, and using $e^{\psi_{i+1}-\psi_i}=e^{-u}$,

$$J=\frac Dh\,\frac{u}{1-e^{-u}}\left(c_i-e^{-u}c_{i+1}\right).$$

Introduce $B(x)=x/(e^x-1)$, with $B(0)=1$. Then $u/(1-e^{-u})=B(-u)$ and $e^{-u}B(-u)=B(u)$, so

$$\boxed{J=\frac Dh\left[B(-u)c_i-B(u)c_{i+1}\right]}$$

This is the Scharfetter–Gummel flux. To compare it with central differences, note that $B(-u)-B(u)=u$ and define half the sum,

$$S(u)=\frac{B(-u)+B(u)}2=\frac u2\coth\frac u2.$$

Hence $B(\mp u)=S\pm u/2$, and the flux becomes

$$J=\frac Dh\left[S(u)(c_i-c_{i+1})+\frac u2(c_i+c_{i+1})\right].$$

Central differencing has the same form with $S=1$. For small $u$, $S=1+u^2/12+\cdots$, so the two agree to first order in $u$, and at $u=0$ both give Fick's law. For large positive $u$, $B(-u)\to u$ and $B(u)\to0$, so $J\to Duc_i/h=vc_i$: the upstream concentration is carried by drift. For large negative $u$, the upstream node is $i+1$ and $J\to vc_{i+1}$.

## Why equilibrium survives a large field

Because $B(-u)=e^uB(u)$,

$$J=\frac Dh B(u)\left(e^uc_i-c_{i+1}\right).$$

The prefactor is positive for every finite $u$. The flux therefore vanishes if and only if

$$\frac{c_{i+1}}{c_i}=e^u=e^{\psi_i-\psi_{i+1}},$$

which is the Boltzmann ratio. It contains neither $h$ nor $D$. It also depends on nodal potentials alone, so it remains correct when the true potential is curved between nodes.

Setting the central flux to zero gives instead

$$c_i\left(1+\frac u2\right)=c_{i+1}\left(1-\frac u2\right),\qquad r=\frac{c_{i+1}}{c_i}=\frac{1+u/2}{1-u/2}.$$

This ratio is negative when $|u|>2$. Simple upwinding takes drift from the upstream node and leaves diffusion unchanged. For $u>0$ its flux is $(D/h)[(1+u)c_i-c_{i+1}]$, with zero-flux ratio $1+u$. That is positive, but it grows linearly where the Boltzmann ratio grows exponentially.

## Implementing the setting

**Evaluating $B$.** Direct evaluation of $e^x-1$ near zero subtracts nearly equal numbers. At $x=10^{-12}$ in double precision this gives a relative error in $B$ of about $9\times10^{-5}$. For nonzero $x$, put $q=|x|$ and use

$$B(x)=\frac{qe^{-q}}{1-e^{-q}}\ (x>0),\qquad B(x)=\frac q{1-e^{-q}}\ (x<0),$$

with $1-e^{-q}$ obtained from a library function for $e^y-1$. These forms also avoid overflow at large $q$.

**Advancing in time.** Give each node a control length $V_i$: half of each adjacent interval, hence one half-interval at a wall. Conservation reads

$$V_i\frac{dc_i}{dt}=J_{i-1/2}-J_{i+1/2},$$

where wall fluxes vanish. On each face write $J=\alpha c_i-\beta c_{i+1}$, with $\alpha=(D/h)B(-u)$ and $\beta=(D/h)B(u)$, both positive. An implicit Euler step of length $\Delta t$ solves

$$d_ic_i-l_ic_{i-1}-r_ic_{i+1}=V_ic_i^{\rm old},$$

$$l_i=\Delta t\,\alpha_{i-1/2},\quad r_i=\Delta t\,\beta_{i+1/2},\quad d_i=V_i+\Delta t(\alpha_{i+1/2}+\beta_{i-1/2}).$$

Coefficients belonging to faces outside the film are zero. Start elimination with $\tilde d_0=d_0$ and $g_0=V_0c_0^{\rm old}$, then compute

$$\tilde d_i=d_i-\frac{l_ir_{i-1}}{\tilde d_{i-1}},\qquad g_i=V_ic_i^{\rm old}+\frac{l_ig_{i-1}}{\tilde d_{i-1}}.$$

At the last node $c_N=g_N/\tilde d_N$. Going back, $c_i=(g_i+r_ic_{i+1})/\tilde d_i$.

The pivots are positive. First, $\tilde d_0=V_0+l_1>l_1$. If $\tilde d_{i-1}>l_i$, the subtracted term is smaller than $r_{i-1}=\Delta t\,\beta_{i-1/2}$, so $\tilde d_i>V_i+\Delta t\,\alpha_{i+1/2}\geq l_{i+1}$, and the argument repeats. Every other quantity in the recurrences is added with a positive sign. In exact arithmetic, positive old concentrations thus give positive new ones for any $\Delta t>0$. In floating point, the subtraction in $\tilde d_i$ loses digits when $\Delta t\,\alpha$ or $\Delta t\,\beta$ exceeds $V_i$ by many orders of magnitude, so the step should not be made arbitrarily long. Summing the conservation equations cancels each interior flux, so $\sum_iV_ic_i$ is conserved.

**Reaching equilibrium.** Let $m_i=e^{-\psi_i}$ and $w_i=c_i/m_i$. Since $e^um_i=m_{i+1}$,

$$J=K(w_i-w_{i+1}),\qquad K=\frac DhB(u)m_{i+1}>0.$$

Multiply the implicit equation at node $i$ by $2w_i^{\rm new}$ and sum. On the left use $2a(a-b)=a^2-b^2+(a-b)^2$. On the right each face contributes $-J(w_i-w_{i+1})$. With $Q=\sum_iV_im_iw_i^2$,

$$Q^{\rm new}-Q^{\rm old}=-2\Delta t\sum_{\rm faces}K(w_i-w_{i+1})_{\rm new}^2-\sum_iV_im_i(w_i^{\rm new}-w_i^{\rm old})^2.$$

Thus $Q$ falls until all $w_i$ are equal, which is the Boltzmann state. The quadratic form $\sum K(w_i-w_{i+1})^2$ is symmetric, so in the inner product weighted by $V_im_i$ the relaxation rates $\lambda_k$ are real. One is zero, for constant $w$, and the others are positive. Conservation removes the constant mode from the deviation. Each step multiplies mode $k$ by $1/(1+\lambda_k\Delta t)$, so the weighted norm of the deviation shrinks at least by the factor belonging to the smallest positive rate, $\lambda_1$.

## A closed film with five intervals

Use $D=10^{-18}\ \mathrm{m^2/s}$ and a uniform initial concentration of $10^{21}\ \mathrm{m^{-3}}$; these are model parameters. The thermal voltage is $kT/e=0.0517$ V. The total reduced drop is $U=2(0.5)/0.0517=19.34$, and each 4 nm interval has $u=19.34/5=3.868$. The Boltzmann ratio per interval is $e^u=47.9$. The central ratio is $(1+1.934)/(1-1.934)=-3.14$, and the upwind ratio is $4.87$.

With $\Delta t=5$ s, diagonalizing the five-interval system gives $\lambda_1=0.194\ \mathrm{s^{-1}}$. The guaranteed factor per step is $1/(1+5\times0.194)=0.507$. After 80 steps, or 400 s, the Scharfetter–Gummel profile agrees with the Boltzmann profile to rounding error. The table compares it with the zero-flux profiles of the other schemes at the same discrete inventory, in $\mathrm{m^{-3}}$.

| $x$ (nm) | Scharfetter–Gummel | Central | Upwind |
|---:|---:|---:|---:|
| 0 | $3.82\times10^{13}$ | $-6.30\times10^{19}$ | $2.41\times10^{18}$ |
| 4 | $1.83\times10^{15}$ | $1.98\times10^{20}$ | $1.17\times10^{19}$ |
| 8 | $8.75\times10^{16}$ | $-6.22\times10^{20}$ | $5.72\times10^{19}$ |
| 12 | $4.19\times10^{18}$ | $1.95\times10^{21}$ | $2.78\times10^{20}$ |
| 16 | $2.00\times10^{20}$ | $-6.14\times10^{21}$ | $1.35\times10^{21}$ |
| 20 | $9.59\times10^{21}$ | $1.93\times10^{22}$ | $6.59\times10^{21}$ |

Judge convergence at the depleted face as well as the crowded one. After four steps, at 20 s, the computed crowded-face value is $7.60\times10^{21}\ \mathrm{m^{-3}}$, about 79% of its final discrete value, while the depleted-face value is $9.4\times10^{18}\ \mathrm{m^{-3}}$, more than five decades above its final value. Part of this lag comes from the 5 s time step. Exact time integration of the same five-interval equations gives $8.35\times10^{21}$ and $7.7\times10^{17}\ \mathrm{m^{-3}}$ at 20 s. The mesh matters too: with 80 intervals, exact time integration gives $1.76\times10^{22}$ and $3.3\times10^{17}\ \mathrm{m^{-3}}$. Steps of 5 s are safe for reaching the discrete equilibrium, but following the approach to it requires both smaller steps and a finer mesh.

## What correct equilibrium ratios do not guarantee

**The absolute level.** The continuum solution with the same inventory has $1.93\times10^{22}\ \mathrm{m^{-3}}$ at the crowded face, twice the Scharfetter–Gummel value. The cause is the control-volume sum. For an exponential profile in a uniform field, one interval contributes

$$\frac h2c_{i+1}(1+e^{-u})\quad\text{to the sum},\qquad \frac huc_{i+1}(1-e^{-u})\quad\text{to the integral}.$$

Their ratio is $(u/2)\coth(u/2)=S$, here 2.02. At fixed inventory the discrete concentrations are too low by this factor, although their ratios are correct.

The central scheme gets the crowded-face value nearly right despite its negative nodes. Its geometric profile sums to $(h/u)c_N(1-r^{-N})$, because $(r+1)/(r-1)=2/u$. The continuum integral has $e^{-U}$ in place of $r^{-N}$, and both are small here. One accurate boundary value is therefore no evidence of a sound profile.

**The spreading of a pulse.** On an unbounded uniform mesh, an ion jumps right at rate $R=DB(-u)/h^2$ and left at rate $L=DB(u)/h^2$. Its mean position obeys

$$\frac{d\langle x\rangle}{dt}=h(R-L)=\frac{Du}{h}=v,$$

so drift is correct. For the second moment,

$$\frac{d\langle x^2\rangle}{dt}=2h(R-L)\langle x\rangle+h^2(R+L).$$

Subtracting $d\langle x\rangle^2/dt=2\langle x\rangle v$ leaves a variance growth rate $h^2(R+L)=2DS$. The mesh spreads the pulse as if the diffusivity were $DS$, here $2.02\times10^{-18}\ \mathrm{m^2/s}$. Upwinding gives $D(1+u/2)$, which is larger because $S=u/2+B(u)$ and $B(u)<1$ for $u>0$. These results hold before time discretization. An implicit Euler step acts like a random waiting time with mean $\Delta t$ and variance $\Delta t^2$, so drift adds $v^2\Delta t^2$ to the variance in each step. This raises the effective diffusivity by $v^2\Delta t/2$, which for $\Delta t=5$ s is $2.3\times10^{-18}\ \mathrm{m^2/s}$, more than the mesh adds.

## Steady flow through an open film

Now fix the end concentrations $c_a$ on the left and $c_b$ on the right. In steady state $J$ is the same on every face. Adding the integrated cell equations cancels the interior concentrations and gives, for uniform $D$,

$$J=\frac{D(c_ae^{\psi_a}-c_be^{\psi_b})}{\int e^{\psi_{\rm lin}}dx},$$

where $\psi_{\rm lin}$ joins the nodal potentials by straight lines. The continuum formula has $\psi$ in its place. In a uniform field the two are identical, and the discrete flux is exact on any mesh.

With $c_a=10^{21}\ \mathrm{m^{-3}}$, $c_b=0$ and the same uniform field, the flux is $9.67\times10^{11}\ \mathrm{m^{-2}s^{-1}}$. Central differences give $9.64\times10^{11}$, only 0.3% lower. Yet at 16 nm their concentration is $1.31c_a$, where the correct value is $0.98c_a$. The central profile is $c_a(1-r^{i-N})/(1-r^{-N})$, and negative $r$ produces the overshoot. A good flux does not certify the profile either.

For a varying field, take $\psi=-U(s+s^2)/2$ with $s=x/L_f$ and film thickness $L_f$. The field rises from half to three halves of its mean. Between nodes of a uniform mesh with $N$ intervals,

$$\psi_{\rm lin}-\psi=-\frac U2(s-s_i)(s_{i+1}-s).$$

The mean of the product over a cell is $1/(6N^2)$. When $e^\psi$ varies little across a cell, the integral is therefore too small by a relative amount $U/(12N^2)$, and the flux too large by the same amount. For $N=40$ this predicts $19.34/(12\times1600)=0.10\%$, and the computed error relative to numerical quadrature is also 0.10%. At $N=80$ it is 0.025%, four times smaller, as second-order accuracy requires. With five intervals it is 6.1%.

## Guidance for choosing scheme and mesh

Compute $|u|$ for every interval. Central differences need $|u|<2$ for a positive zero-flux ratio, which here means $h<2.07$ nm. Positivity is not accuracy, however: at $h=2$ nm, just inside the limit, the central ratio is still 8.6 times the Boltzmann ratio in every interval. Choose Scharfetter–Gummel whenever the equilibrium ratios matter, not only beyond the limit. If a steady flux is wanted, refine where the field varies and $e^\psi$ is large, since that region dominates the integral in the flux formula. In the rising-field example this is the left part of the film: starting from ten equal intervals, halving those in the left half cuts the flux error from 1.6% to 0.40%, while halving those in the right half leaves it at 1.6%. If the wall concentration at fixed inventory or the width of a moving pulse matters, keep $S-1\approx u^2/12$ small: 1% requires $|u|\lesssim0.35$, or $h\lesssim0.36$ nm here. That is close to an atomic jump distance, but a mesh interval is only a numerical choice. The continuum description needs a jump distance short compared with the length over which the concentration varies. At equilibrium that length is $kT/(|ze E|)=1.03$ nm, over which the concentration changes by a factor $e$; a sharp initial profile can be more demanding.

A large drop per interval must also be distinguished from a large field per atomic jump. Let hops of length $a$ occur at rates $\nu e^{\pm s_a}$, with $s_a=zeEa/2kT$ and $D=\nu a^2$. The drift velocity is $2\nu a\sinh s_a$, while the linear law gives $2\nu as_a$. For $a=0.3$ nm, $s_a=0.145$ and the ratio $\sinh s_a/s_a$ is 1.0035, so linear drift is adequate in this model. When $s_a$ approaches one, the transport law must change; refining the mesh will not help.

The prescribed potential is a further assumption. The inventory is $2\times10^{13}\ \mathrm{m^{-2}}$. With relative permittivity 10, a sheet of this charge changes the field by $zeM/(10\varepsilon_0)$, where $M$ is the inventory, or 0.29% of the applied field. At much larger inventories the potential must be solved together with the concentrations. This estimate treats the charge as a smooth sheet, whereas these ions lie about 220 nm apart laterally. If the crowded face is a conducting electrode, each ion at distance $d$ from it is also attracted by its image with force $(ze)^2/(16\pi\cdot10\varepsilon_0d^2)$, which at $d=1$ nm is 2.9 times $zeE$. The model film omits this force; in a real contacted film the image energy must be added to $\psi$ near the faces, whatever the inventory. If ions compete for a limited number of sites, equilibrium is no longer the dilute Boltzmann distribution, and this flux would preserve the wrong state.
